# Half-wave voltage-length product of a single lithium niobate phase shifter

## Question

A straight waveguide in lithium niobate runs along the crystal $y$ axis. Two electrodes, separated by a gap $g$ along the crystal $z$ axis, apply a voltage $V$ over a length $L$. The light is polarised along $z$. The data are:

- vacuum wavelength $\lambda = 1550$ nm
- extraordinary index at zero field $n = 2.14$
- electro-optic coefficient $r_{33} = 31$ pm/V
- electrode gap $g = 5$ micrometres
- overlap of the applied field with the optical mode $\Gamma = 0.7$

The voltage is uniform along the electrodes and changes little during the transit of the light. The half-wave voltage $V_\pi$ is the magnitude of the voltage that changes the optical phase by $\pi$.

**(a)** Find the index change seen by the light in a uniform field $E$ along $z$, to first order in $E$.

**(b)** The applied field is not uniform over the mode. Define $\Gamma$ and find the change of the effective index.

**(c)** Derive the product $V_\pi L$ and evaluate it.

**(d)** For $L = 1$ cm, find the half-wave voltage, the fields and the index change. Estimate the error made by linearising in (a).

**(e)** The shifter is placed in one arm of a balanced interferometer. At what voltage is the output first dark? What changes if both arms are driven with opposite voltages?

**(f)** For thin coplanar electrodes on the surface, examine how $\Gamma$ and $V_\pi L$ depend on the gap. Does $V_\pi L$ go to zero with $g$?

## Model answers

### (a) Index change in a uniform field

The linear electro-optic (Pockels) effect is a change, proportional to the field, of the impermeability tensor $\eta$, the inverse of the relative permittivity tensor. At zero field $\eta$ is diagonal in the crystal axes, with $\eta_{zz} = 1/n^2$.

Lithium niobate has a threefold rotation axis along $z$. A field along $z$ preserves this symmetry, so the change of $\eta$ must be unaltered by a rotation through 120° about $z$. Under that rotation the pair $(\eta_{xz}, \eta_{yz})$ turns like a vector in the plane, through 120°, and the pair $(\eta_{xx}-\eta_{yy},\, 2\eta_{xy})$ turns through 240°. A pair that is turned through either angle and remains the same must vanish. The change is therefore diagonal, and light polarised along $z$ stays polarised along $z$. Its index obeys

$$\frac{1}{n(E)^2} = \frac{1}{n^2} + r_{33}E .$$

Multiplying by $n^2$ and taking the inverse square root gives

$$n(E) = n\,(1+s)^{-1/2}, \qquad s = n^2 r_{33}E .$$

For $|s| \ll 1$, $(1+s)^{-1/2} \approx 1 - s/2$, so

$$\Delta n = n(E) - n \approx -\tfrac12 n^3 r_{33}E .$$

One factor $n$ comes from the prefactor and two come from $s$. With $r_{33}>0$, a field along $+z$ lowers the index; reversing the field raises it.

### (b) Overlap and effective index

Let the optical field be $e(x,z)\,e^{i(\beta y-\omega t)}$, with $\beta = k_0 n_{\rm eff}$ and $k_0 = 2\pi/\lambda$. In a weakly guiding structure, where the index varies little over the mode, the real profile $e$ obeys the scalar equation

$$\left(\nabla_t^2 + k_0^2 n^2\right)e = \beta^2 e ,$$

where $\nabla_t^2$ acts on $x$ and $z$. A small index change $\delta n(x,z)$ replaces $n^2$ by $n^2 + 2n\,\delta n$, $\beta^2$ by $\beta^2 + 2\beta\,\delta\beta$ and $e$ by $e + e_1$. The first-order terms are

$$\left(\nabla_t^2 + k_0^2n^2 - \beta^2\right)e_1 = \left(2\beta\,\delta\beta - 2k_0^2 n\,\delta n\right)e .$$

Multiply by $e$ and integrate over the cross-section. On the left, two integrations by parts move $\nabla_t^2$ from $e_1$ to $e$. The boundary terms vanish because the guided fields do, and the remaining integrand contains $(\nabla_t^2+k_0^2n^2-\beta^2)e = 0$. The right side must therefore integrate to zero:

$$\delta\beta = \frac{k_0^2}{\beta}\,\frac{\int n\,\delta n\,e^2\,dA}{\int e^2\,dA} .$$

Since $\beta = k_0 n_{\rm eff}$ and $n/n_{\rm eff}\approx 1$ for weak guidance,

$$\Delta n_{\rm eff} = \frac{\delta\beta}{k_0} \approx \frac{\int \delta n\,e^2\,dA}{\int e^2\,dA} .$$

Now insert $\delta n = -\tfrac12 n^3r_{33}E_z(x,z)$, treating $n^3$ as constant over the mode. The applied field enters through its intensity-weighted mean. Comparing that mean with the nominal field $V/g$ defines

$$\Gamma = \frac{g}{V}\,\frac{\int E_z\,e^2\,dA}{\int e^2\,dA}, \qquad \Delta n_{\rm eff} = -\tfrac12 n^3 r_{33}\,\Gamma\,\frac{V}{g} .$$

If part of the light travels outside the lithium niobate, the upper integral covers the lithium niobate alone, because the other material is taken to have no Pockels effect. In a thin film with strong index contrast the scalar equation is not adequate. The last formula can still be used if $\Gamma$ is understood as an effective factor that includes the correction for the vector mode. The given 0.7 is taken in this sense.

### (c) The product

The phase accumulated over the length $L$ is $\beta L$. The voltage changes it by

$$\Delta\phi = \frac{2\pi}{\lambda}\,\Delta n_{\rm eff}\,L = -\frac{\pi n^3 r_{33}\Gamma V L}{\lambda g} ,$$

where the 2 in $2\pi$ has cancelled the $\tfrac12$ of the Pockels formula. Setting $|\Delta\phi| = \pi$ at $|V| = V_\pi$ gives

$$V_\pi L = \frac{\lambda g}{n^3 r_{33}\Gamma} .$$

The units are $\mathrm{m^2/(m/V)} = \mathrm{V\,m}$, as required. For the data,

$$\lambda g = (1.55\times10^{-6})(5\times10^{-6}) = 7.750\times10^{-12}\ \mathrm{m^2},$$

$$n^3r_{33}\Gamma = (9.8003)(31\times10^{-12})(0.7) = 2.127\times10^{-10}\ \mathrm{m/V},$$

$$V_\pi L = \frac{7.750\times10^{-12}}{2.127\times10^{-10}} = 0.0364\ \mathrm{V\,m} = 3.64\ \mathrm{V\,cm}.$$

The third figure is useful for checking the arithmetic, but the overlap is given to one figure. An uncertainty of 0.05 in $\Gamma$ is about 7 % of its value and produces an uncertainty of about 7 % in the product. As a prediction for a device, the result is roughly 3.6 V cm.

Leaving out the overlap, which means setting $\Gamma=1$, would give 2.55 V cm. That value belongs to a mode for which the intensity-weighted mean field equals $V/g$, as it does in a uniform field of that strength.

### (d) A shifter of length 1 cm

Dividing the product by the length gives

$$V_\pi = \frac{0.03644\ \mathrm{V\,m}}{0.01\ \mathrm{m}} = 3.64\ \mathrm{V}.$$

The nominal field is $V_\pi/g = 7.29\times10^5$ V/m, and the mean field seen by the light is $\Gamma V_\pi/g = 5.10\times10^5$ V/m. The magnitude of the index change follows from the phase condition alone, since $(2\pi/\lambda)|\Delta n_{\rm eff}|L = \pi$:

$$|\Delta n_{\rm eff}| = \frac{\lambda}{2L} = \frac{1.55\times10^{-6}}{2\times 0.01} = 7.75\times10^{-5}.$$

For a positive voltage the change is negative. So small a change suffices because it acts over thousands of wavelengths.

To find the linearisation error, keep the next term of the expansion in (a):

$$n(E) \approx n\left(1 - \frac{s}{2} + \frac{3s^2}{8}\right), \qquad |\Delta n| \approx \frac{ns}{2}\left(1 - \frac{3s}{4}\right) \quad (s>0).$$

In a uniform field, a positive voltage must therefore be larger than the linear formula predicts by the fraction $3s/4$. At the half-wave point $ns/2 \approx \lambda/(2L)$, so $s \approx \lambda/(nL)$ and

$$\frac{3s}{4} \approx \frac{3\lambda}{4nL} = \frac{3(1.55\times10^{-6})}{4(2.14)(0.01)} = 5.4\times10^{-5},$$

relative to $V_\pi$. A numerical search for the phase $\pi$ with the unexpanded index, evaluated at the mean field, gives the same figure. The correction varies as $1/L$, because a shorter shifter needs a stronger field. This estimate retains the Pockels law for $1/n^2$ and does not include a quadratic electro-optic effect of the material. It is also the error of step (a) alone. Where the field is not uniform over the mode, the change of the mode profile adds a second-order term that (b) neglects. In a weakly guiding structure this term can be several times larger: for the guide of part (f) it is a few parts in $10^4$ at $L=1$ cm.

The rule that $V_\pi$ falls as $1/L$ also requires a uniform voltage. Suppose that losses in the electrodes make it decay as $V_0e^{-\alpha y}$, with the electrical signal travelling at the same speed as the light. The phase then depends on

$$\int_0^L V_0e^{-\alpha y}\,dy = V_0\,\frac{1-e^{-\alpha L}}{\alpha}$$

in place of $VL$. If $P$ denotes the product found in (c), the input voltage for a phase change of $\pi$ is

$$V_{0,\pi} = \frac{\alpha P}{1-e^{-\alpha L}} .$$

For $\alpha L\ll1$ the denominator is approximately $\alpha L$, and $V_{0,\pi}=P/L$ returns. For $\alpha L\gg1$ the voltage tends to $\alpha P$, and further length brings almost no reduction.

### (e) One driven arm and two driven arms

Let the interferometer divide the light equally and recombine it with no phase difference at zero voltage. If the voltages change the phases of the arms by $\phi_1$ and $\phi_2$, the transmitted fraction of the power is

$$T = \left|\frac{e^{i\phi_1}+e^{i\phi_2}}{2}\right|^2 = \frac{1+\cos(\phi_1-\phi_2)}{2} = \cos^2\!\left(\frac{\phi_1-\phi_2}{2}\right).$$

The output is first dark when $|\phi_1-\phi_2| = \pi$.

With one arm driven, the difference is the phase change of the single shifter. The dark point lies at $V_\pi$, which is 3.64 V for the 1 cm device.

In push-pull operation the arms receive $+V$ and $-V$ across their respective gaps. To first order their phases change by equal and opposite amounts, so the difference is twice that of one arm. Each arm then needs to change its phase by $\pi/2$, and the dark point lies at

$$V = \frac{V_\pi}{2} = 1.82\ \mathrm{V}.$$

The corresponding voltage-length product, with the voltage measured across one arm, is 1.82 V cm. It describes the push-pull interferometer. The answer for the single phase shifter remains 3.64 V cm.

### (f) Coplanar electrodes and the role of the gap

Let $x$ now be the depth below the surface. Take two thin, wide electrodes with edges at $z=\pm g/2$, and treat the electrostatics as isotropic. With $a = g/2$ and $\zeta = z+ix$, consider the potential

$$\Phi = \frac{V}{\pi}\,\mathrm{Re}\,\arcsin\frac{\zeta}{a} .$$

It satisfies Laplace's equation, since it is the real part of an analytic function. On the surface, $\mathrm{Re}\arcsin(z/a)$ equals $\pi/2$ for $z>a$ and $-\pi/2$ for $z<-a$, so the electrodes are at $\pm V/2$. On the open surface between them, the derivative of $\arcsin(\zeta/a)$ is $1/\sqrt{a^2-z^2}$, which is real, so the field there has no component normal to the surface. With the mirror-image potential above the surface, the normal displacement is zero on both sides of the gap, and all the boundary conditions are met. The derivative of the arcsine gives the magnitude of the field below the gap centre, where $\zeta = ix$:

$$|E_z(x)| = \frac{V}{\pi\sqrt{a^2-(ix)^2}} = \frac{V}{\pi\sqrt{(g/2)^2+x^2}} .$$

Consider a mode described by its depth profile alone and assumed to experience this centre-line field. This stands for a mode whose width along $z$ is small compared with $\sqrt{(g/2)^2+x^2}$; a wider mode samples the field off the centre line and has a different overlap. With angle brackets for the mean weighted by $e^2$,

$$\Gamma = \frac{g}{\pi}\left\langle\frac{1}{\sqrt{(g/2)^2+x^2}}\right\rangle, \qquad \frac{g}{\Gamma} = \frac{\pi}{\left\langle 1/\sqrt{(g/2)^2+x^2}\right\rangle}.$$

The product $V_\pi L$ is proportional to $g/\Gamma$, not to $g$ alone. There are two limits.

- **Wide gap.** If $g/2$ is much larger than the depth of the mode, the square root is approximately $g/2$. Then $\Gamma\to 2/\pi\approx0.64$, and $V_\pi L$ grows in proportion to $g$.
- **Narrow gap.** If $g/2$ is much smaller than the depth of the mode, $g/\Gamma\to\pi/\langle1/x\rangle$. This limit is greater than zero when the optical field vanishes linearly at the surface, because $e^2/x$ is then integrable and $\langle1/x\rangle$ is finite. The overlap falls in proportion to $g$, and $V_\pi L$ approaches a constant.

In this model, then, $V_\pi L$ does not go to zero with the gap. Narrowing the gap raises the field near the surface, but the field at the depth of the light approaches $V/(\pi x)$. If the optical field does not vanish at the surface, $\langle 1/x\rangle$ diverges and the centre-line formula falls slowly, as $1/\ln(1/g)$. A mode of finite width removes this divergence: for $g\to0$ the field becomes $|E_z| = Vx/[\pi(x^2+z^2)]$, which is integrable over the cross-section, so the limit is again greater than zero, with a value that depends on the width. In a device the gap is limited by absorption of the light in the metal, which this model leaves out.

A numerical case tests the overlap rule. The core has index 2.14 and lies between depths of 1 and 4 micrometres, the surrounding crystal has index 2.13, the gap is 5 micrometres, and the optical field is set to zero at the surface. The computed overlap is 0.423. The formula then gives

$$V_\pi L = \frac{2.551\ \mathrm{V\,cm}}{0.423} = 6.03\ \mathrm{V\,cm}.$$

Solving the wave equation with the voltage applied in each direction, without using the overlap integral, also gives 6.03 V cm. The two values differ by 0.04 % of the latter.

This close agreement benefits from a partial cancellation. By (b), the local weight of the applied field is $n^4/n_{\rm eff}$, whereas the formula uses $n^3$ of the core throughout. Since $n_{\rm eff}$ lies between the two indices, the true weight is slightly larger than the assumed one in the core and slightly smaller outside it.

The overlap with the centre-line field cannot exceed $2/\pi$, so the given value of 0.7 lies outside this model. The bound does not apply to the electrodes as such: on the open surface the field $V/(\pi\sqrt{a^2-z^2})$ rises towards the edges and averages to $V/g$ over the gap, so a shallow mode that fills much of the gap can exceed $2/\pi$. The formula of part (c) applies to both cases, but $\Gamma$ has to be found for the actual geometry and the actual permittivities. In lithium niobate the static permittivity is smaller along $z$ than along $x$. For the electrodes considered here, this makes the field fall off more slowly with depth and raises the overlap above its isotropic value. The figure of 6.03 V cm therefore tests the overlap rule and is not a prediction for a device. The results of the numerical case appear in the output below.

## Numbers as computed

```
INPUTS
vacuum wavelength: 1550 nm
extraordinary index n: 2.14
r33: 31 pm/V
electrode gap: 5 micrometres
overlap: 0.7
example length: 1 cm
RESULT
n cubed: 9.8003
wavelength times gap: 7.750e-12 m^2
n^3 r33 overlap: 2.1267e-10 m/V
V_pi L, single shifter: 0.03644 V m
V_pi L, single shifter: 3.644 V cm
EXAMPLE LENGTH
half-wave voltage from formula: 3.644 V
nominal field V_pi/gap: 7.288e+05 V/m
effective field overlap*V_pi/gap: 5.102e+05 V/m
index change at V_pi: -7.750e-05
relative error of linear formula: 5.4e-05
COMPARISONS
V_pi L if overlap were 1: 2.551 V cm
dark-point voltage, one arm driven: 3.644 V
dark-point voltage per arm, push-pull: 1.822 V
V L per arm, push-pull: 1.822 V cm
PLANAR-MODE TEST OF THE OVERLAP RULE
core index: 2.14, cladding index: 2.13
computed overlap: 0.423
V_pi L from mode solver: 6.032 V cm
V_pi L from formula: 6.030 V cm
relative difference: -0.04 %
```
